Dose Error from Beam Neutralization in Residual Gas During Ion Implantation

**What fixes the form of the answer**

A Faraday cup counts charge, while the wafer receives atoms. If some ions capture an electron from the residual gas and still reach the wafer, the measured current understates the arrival rate of atoms. A controller that stops at a preset charge then implants too much. The quantity wanted is the relative dose error

δ = D/D_set − 1,

where D is the true area-averaged dose and D_set the intended one.

Suppose first that capture is the only reaction. The available quantities are the gas density n, the capture cross section σ and the path length L. Dimensions alone allow two pure numbers, nσL and σ/L². The second is removed by a scaling argument. Stretch the path by a factor λ and dilute the gas by the same factor: each ion still meets the same number of molecules per unit area, nL, so its chance of capture is unchanged. Hence δ depends on the product nσL alone.

The function follows from dividing the gas into two successive layers. The fraction of ions still charged after both is the product of the fractions for each, because collisions are independent. A continuous function that turns sums into products is an exponential, and the definition of a cross section sets its initial slope to −1. The charged fraction is therefore exp(−nσL). A fixed charge needs more atoms by the inverse factor:

δ = exp(nσL) − 1 ≈ nσL for nσL ≪ 1.

The sign is positive, an overdose. Stripping, which turns neutrals back into ions, adds a second cross section and requires the rate equation below.

**Which part of the beamline counts**

The path starts at the exit of the last magnet. A particle that is neutral when it enters the bend flies straight on and reaches neither cup nor wafer. It costs beam current, but it removes charge and atom together and leaves their ratio unchanged. A neutral formed after the bend keeps its course and, unless it is ionized again, is implanted uncounted.

The path ends at the entrance of the cup. Capture turns a fast ion and a molecule into a fast atom and a slow molecular ion, with total charge unchanged. Inside a closed cup that collects all the products, the reading is unaffected. Outside it, the slow ion is assumed to go to the walls.

Further assumptions are these:

- The wafer is moved mechanically through a fixed beam, with no electric deflection and no acceleration gap after the bend.
- Secondary electrons are held inside the cup. A fast neutral that ejected an escaping electron would register as false positive charge.
- The gas column during the current reading equals that during implantation. If the wafer releases gas while exposed but the cup is read at another time, the column at the time of reading enters the formula.

**Rate equation**

Let F0(x) be the neutral fraction at distance x after the bend, with F0(0) = 0. Let σ10 be the cross section for capture (charge 1 to 0) and σ01 that for stripping (0 to 1). The ion moves much faster than the gas, so the molecules act as fixed targets, and the probability of a reaction in dx is nσ dx. In the example below the speeds are 9.4×10⁵ m/s and 1.8×10³ m/s. With two charge states the charged fraction is 1 − F0, and

dF0/dx = n(x)[σ10(1 − F0) − σ01F0].

Define the column passed so far, η(x) = ∫₀ˣ n dx′, so that dη = n dx. With Σ = σ10 + σ01,

dF0/dη = σ10 − ΣF0.

The density profile has dropped out; for constant cross sections the total column N = η(L) is sufficient. Multiplying by exp(Ση) makes the left side a total derivative:

d[F0 exp(Ση)]/dη = σ10 exp(Ση).

Integrating from 0 to N with F0(0) = 0 gives

F0 exp(ΣN) = (σ10/Σ)[exp(ΣN) − 1].

Dividing by exp(ΣN) and writing E = exp(−ΣN),

F0 = (σ10/Σ)(1 − E).

**From neutral fraction to dose error**

Let A be the scanned area. The controller stops at the charge Q = eA·D_set. The AD atoms that arrive carry the measured charge eAD(1 − F0). Equating the two,

D/D_set = 1/(1 − F0), so δ = F0/(1 − F0).

The charged fraction is

1 − F0 = (Σ − σ10 + σ10E)/Σ = (σ01 + σ10E)/Σ.

The factor Σ cancels in the ratio, leaving

δ = σ10(1 − E)/(σ01 + σ10E).

For uniform gas N = nL = pL/(kT), where p is the true pressure and T the gas temperature.

**Limits**

Write τ = Nσ10 and s = Nσ01 for the capture and stripping depths. For thin gas, expand E to second order:

F0 = τ[1 − (τ + s)/2 + …] = τ − τ²/2 − τs/2 + …

Then δ = F0 + F0² + …, and to this order F0² = τ². Therefore

δ = τ + τ(τ − s)/2 + …

The working formula is the first term,

δ ≈ pσ10L/(kT).

At this order the error is proportional to pressure, cross section and length, and a 10 % relative error in any of them gives a 10 % relative error in δ.

Without stripping, E = exp(−τ) and δ = (1 − E)/E = exp(τ) − 1, as the layer argument required. With equal cross sections E = exp(−2τ), and

δ = (1 − E)/(1 + E) = tanh τ,

which has no second-order term. In thick gas E → 0 and δ → σ10/σ01, provided σ01 is not zero: capture and stripping balance, and further gas changes nothing.

A particle simulation checks both the formula and the choice of path. Ions cross uniform gas, lose their neutrals at a bend, and then cross a nonuniform column with τ = 0.5 and s = 0.25. The gas before the bend has the same two depths. A controller stops after 100,000 charges. The simulated error is 54.1 %, with a standard deviation of 0.29 percentage points; the formula gives 54.3 %. Using the column of the whole line would give 107.4 %, and leaving out stripping 64.9 %. Both are excluded.

**Other charge states**

Let the beam leave the bend with charge number q. To first order in N, the fraction in another state j is F_j = Nσ_qj, and state q has lost the sum of these fractions. The mean charge number at the cup is

q̄ = q(1 − N Σ_j σ_qj) + N Σ_j jσ_qj = q − N Σ_j (q − j)σ_qj,

where Σ_j is a sum over j ≠ q. The preset charge is now qeA·D_set and the collected charge is q̄eAD. Hence D/D_set = q/q̄, and

δ ≈ N Σ_j (1 − j/q)σ_qj.

For q = 1 the leading terms are N(σ10 − σ12): loss of a second electron adds charge and lowers the error. Where σ12 exceeds σ10, as is usual at much higher ion energies, the sign reverses and the wafer is underdosed. Capture of two electrons, forming a negative ion, would enter with weight 2. For q = 2, capture of one electron has weight 1/2 and capture of two has weight 1.

**Pressure that changes during the implant**

Photoresist releases gas under the beam, so p depends on time. Let the ion current I0 leaving the bend be constant. The implant stops at t_s, given by

Q = I0 ∫₀^{t_s} (1 − F0) dt.

With t_0 = Q/I0, the stopping time in vacuum, this becomes

t_s − t_0 = ∫₀^{t_s} F0 dt.

The number of atoms is proportional to time, so δ = t_s/t_0 − 1. To first order the upper limit may be replaced by t_0 and F0 by pσ10L/(kT):

δ ≈ [σ10L/(kT)] p̄, p̄ = (1/t_0) ∫₀^{t_0} p dt.

To this order only the mean pressure matters, not the peak; a short, high burst needs the full integral. For a burst p = p_b + p_1 exp(−t/θ),

p̄ = p_b + p_1(θ/t_0)[1 − exp(−t_0/θ)].

**Worked example**

Take 50 keV B⁺ and a resist-coated 300 mm wafer, with hydrogen as the gas. The inputs are p = 2×10⁻⁵ Torr, T = 300 K, L = 150 cm, σ10 = 4×10⁻¹⁶ cm² and σ01 = 2×10⁻¹⁶ cm² per molecule. The cross sections are round model values of rough typical size. The set dose is 10¹⁴ cm⁻² (16.02 µC/cm²), the scanned area 1000 cm² and I0 = 1 mA.

At 300 K one Torr corresponds to 3.219×10¹⁶ molecules per cm³. Therefore

n = 2×10⁻⁵ × 3.219×10¹⁶ = 6.44×10¹¹ cm⁻³,
N = 6.44×10¹¹ × 150 = 9.66×10¹³ cm⁻²,
τ = 9.66×10¹³ × 4×10⁻¹⁶ = 0.0386, s = 0.0193.

The neutral fraction is F0 = 0.0375, so the cup reads 0.9625 mA. The dose error is

δ = 0.0375/0.9625 = 0.039,

and the true dose is 1.039×10¹⁴ cm⁻². The linear formula gives 3.86 % and the full one 3.90 %. The difference agrees with the second-order term, 0.0386 × 0.0193/2 = 0.0004. At 10⁻⁴ Torr, with the other inputs held fixed, the two give 19.3 % and 20.1 %. An error of 1 % is reached at 5.2×10⁻⁶ Torr.

For a burst with p_b = 2×10⁻⁶ Torr, p_1 = 4×10⁻⁵ Torr and θ = 4 s, the nominal time is t_0 = 16.02 s and the mean pressure 1.18×10⁻⁵ Torr. The linear estimate is 2.28 %. Integrating the measured current up to the preset charge gives a stop at 16.38 s and an error of 2.23 %. The initial pressure, 4.2×10⁻⁵ Torr, would have suggested about 8 %.

**Correcting the current**

The cross section need not be known if the current is read at two pressures. From the expansion of F0,

−ln(1 − F0) = F0 + F0²/2 + … = τ − τs/2 + …

because the terms in τ² cancel. For fixed L and T, write this as ap − cp², with a = σ10L/(kT) and cp² = τs/2. Readings I1 at p1 and I2 at p2 define

K = ln(I1/I2)/(p2 − p1) = a − c(p1 + p2).

The corrected current at pressure p is I exp(Kp). Its relative deviation from I0 is, to leading order,

Kp − ap + cp² = (τs/2)[1 − (p1 + p2)/p].

With readings at 2×10⁻⁶ and 10⁻⁵ Torr, K is about 1920 per Torr. At 2×10⁻⁵ Torr the formula gives a residual of 0.015 %, as does direct evaluation of the two-state model. The residual is positive here because p exceeds p1 + p2: the corrected current is slightly high, and the implant would stop slightly early. Below p1 + p2 = 1.2×10⁻⁵ Torr the sign reverses, with a size of about 0.003 % at most.

Two conditions matter in use. First, I0 must be the same at both readings. A small relative change ε between them shifts the corrected current by about εp/(p2 − p1) in relative terms, which is 2.5ε in this example. If pressure also rises before the bend, ions lost there lower the current and enter K, although they cause no dose error; the correction then overshoots. In low-energy, high-current beams the gas can also change space-charge neutralization and with it the transmitted current, an effect outside this model that likewise enters K. Second, the gas composition must stay the same. A gauge that reads gp instead of p, with constant g, does no harm, since the measured slope becomes K/g and the product of slope and reading is still Kp. If the composition changes, both g and the cross sections may change.

**Size of the neglected effects**

Second ionization. With σ12 = 10⁻¹⁷ cm², a three-state calculation gives δ = 3.80 % instead of 3.90 %. The first-order shift −Nσ12 is −0.10 percentage points, in agreement.

Neutrals born inside the magnet. An ion neutralized at an angle α before the exit of a bend of radius R leaves along its tangent. Its offset at the wafer is

y = (L + R sin α) tan α − R(1 − cos α).

For R = 50 cm and a centred wafer of radius 15 cm, neutrals from the last 5.6° still land on the wafer. This adds 4.9 cm of path and, at the same gas density, about 0.13 percentage points to δ. These atoms are also spread across the wafer. For a wafer scanned over 1000 cm² instead of held centred, the displaced neutrals cover it only in part but reach it from farther inside the magnet; the equivalent path is 5.1 to 5.2 cm and the figure stays at 0.13.

Elastic scattering. For a bare Coulomb force the transverse impulse at impact parameter b is 2C/(bv), with C = Z1Z2e²/(4πε0) and v the ion speed. Dividing by the momentum mv gives the deflection C/(E_k b), where E_k = mv²/2. Setting this to 10 mrad fixes b, and the cross section for larger angles is 2πb² if the two atoms of a molecule act as separate targets. On that assumption at most 0.13 % of the particles are deflected that far in a single collision, since screening weakens the force. Deflection by both atoms of one molecule together raises the unscreened figure by about a fifth for randomly oriented molecules, so it remains a small fraction of the beam. A 10 mrad deflection moves the landing point by at most 1.5 cm. If the cup still collects the deflected ions, this redistributes atoms and is not itself a counting error.

**Comparison with a real implanter**

A milliampere boron beam, a final path of one to two metres and pressures from about 10⁻⁶ to a few 10⁻⁵ Torr during resist outgassing are roughly typical, so with the model cross sections errors from about 0.1 % to several percent are expected where no correction is applied. The number should not be carried over to a given machine, because the cross sections depend on ion, energy and gas, and a factor of two in σ10 changes δ by about a factor of two. The calculation also assumes that the gauge gives the density along the beam, which can fail in at least two ways. An ionization gauge calibrated for nitrogen responds to hydrogen with a factor of roughly 0.4. It would show 8×10⁻⁶ Torr in the example, and taking that reading as the true pressure predicts 1.6 % instead of 3.9 %. A gauge far from the wafer can also miss a local rise in density; in thin gas the error scales with the column actually crossed. Negative ions and long-lived excited ions, which have their own cross sections, are not included in the example.

The numerical output below lists the values to more digits than the rough cross sections justify, so that the arithmetic can be followed.

Values computed for the example and the checks

```
PARTICLE SIMULATION (reduced units)
capture, stripping depth after bend: 0.5, 0.25
simulated dose error: 54.1 %
its standard deviation: 0.29 %
formula, column after bend: 54.3 %
formula, whole-line column: 107.4 %
formula without stripping: 64.9 %
EXAMPLE INPUTS
ion energy: 50 keV; path: 150 cm
H2 pressure: 2.0e-05 Torr; gas: 300 K
capture, stripping: 4.0e-16, 2.0e-16 cm2
set dose: 1.0e+14 cm-2; scan area: 1000 cm2
ion current after bend: 1.00 mA
EXAMPLE RESULTS
density per Torr: 3.219e+16 cm-3/Torr
gas density: 6.438e+11 cm-3
gas column: 9.656e+13 cm-2
capture depth = linear dose error: 3.863 %
stripping depth: 1.931 %
neutral fraction: 3.753 %
measured current: 0.9625 mA
dose error, full formula: 3.899 %
true dose: 1.0390e+14 cm-2
set charge per area: 16.022 uC/cm2
pressure for 1 % error: 5.165e-06 Torr
at 2e-06 Torr: linear 0.386 %, full 0.387 %
at 1e-05 Torr: linear 1.931 %, full 1.941 %
at 1e-04 Torr: linear 19.313 %, full 20.145 %
OUTGASSING BURST
base, burst: 2.0e-06, 4.0e-05 Torr
decay time: 4.0 s; nominal time: 16.022 s
actual stop time: 16.378 s
mean pressure, nominal time: 1.180e-05 Torr
dose error: simulated 2.225 %, linear 2.280 %
CALIBRATION
readings at: 2.0e-06 and 1.0e-05 Torr
slope K: 1920.1 per Torr
residual: computed 0.0151 %, formula 0.0149 %
NEGLECTED EFFECTS
cross section 1+ to 2+: 1.0e-17 cm2
dose error with 2+ state: 3.795 %
magnet radius: 50 cm; wafer: 15 cm
last magnet angle reaching wafer: 5.62 deg
extra path in magnet: 4.90 cm
its added dose error: 0.126 %
scattered over 10 mrad, at most: 0.126 %
gauge factor: 0.4; reading: 8.0e-06 Torr
error inferred from raw reading: 1.551 %
ion speed: 9.366e+05 m/s; gas speed: 1.775e+03 m/s
```
